\section*{Lattice tilt of a coherent epilayer on a miscut substrate}

\section{Definitions and conventions}

A cubic layer grows on a cubic substrate whose surface is close to (001). The substrate lattice parameter is $a_s$, that of the free layer is $a_L$, and the misfit is $f=(a_L-a_s)/a_s$. Let $\mathbf z$ be the unit vector along substrate [001]. The average surface is miscut by the angle $\varphi$, so its outward normal is
\begin{equation}
\mathbf n=\sin\varphi\,\mathbf m+\cos\varphi\,\mathbf z ,
\label{eq:n}
\end{equation}
where the horizontal unit vector $\mathbf m$ points downhill. The surface consists of (001) terraces separated by steps of height $h_s=p\,a_s$, where $p$ is a fixed fraction such as $1/2$. The mean terrace width $L$ follows from the surface slope:
\begin{equation}
\tan\varphi=h_s/L .
\label{eq:L}
\end{equation}

The layer is \emph{coherent}: its sites correspond one to one with the sites $\mathbf R$ of the substrate lattice continued upwards, with no misfit dislocations. A layer site sits at $\mathbf r=\mathbf R+\mathbf u(\mathbf R)$. The substrate is thick enough to remain undeformed.

The \emph{tilt} $\alpha$ is the angle between the (001) planes of layer and substrate. It is positive when the layer plane normal leans uphill, away from $\mathbf n$; the planes then rise in the downhill direction. The length $c_v$ is the layer repeat measured along $\mathbf z$: a line parallel to $\mathbf z$ crosses layer planes one cubic repeat apart at intervals $c_v$. Finally, $c$ is the perpendicular lattice parameter that the same coherent layer has on an exact (001) surface, where $\varphi=0$. The perpendicular mismatch is
\begin{equation}
\varepsilon=(c-a_s)/a_s .
\end{equation}

\section{The theorem}

\textbf{Theorem.} Let the layer be coherent and homogeneously deformed away from the steps.

(i) For any miscut $0<\varphi<\pi/2$,
\begin{equation}
\tan\alpha=\frac{c_v-a_s}{a_s}\tan\varphi .
\label{eq:exact}
\end{equation}

(ii) If, in addition, the layer obeys linear elasticity and its surface is free of traction, then for small miscut
\begin{equation}
\tan\alpha=\frac{c-a_s}{a_s}\tan\varphi\,\bigl[1+O(\varphi^2)\bigr].
\label{eq:nagai}
\end{equation}

Equation \eqref{eq:nagai} without the bracket is the Nagai tilt formula. Part (i) is geometry. Part (ii) adds the statement that $c_v$ may be replaced by $c$, a property of the layer on a flat substrate.

\section{Why the deformation is homogeneous}

Each step disturbs the layer locally. For a regular staircase the disturbance has period $L$ along $\mathbf m$, so its harmonics vary as $e^{iqx}$ with $q=2\pi k/L$ and $k=1,2,\dots$. Take steps perpendicular to [100] and neglect the small miscut in the elastic equations. A displacement $(U,W)e^{iqx-\lambda qz}$ is in equilibrium if
\begin{align}
(C_{44}\lambda^2-C_{11})U-i\lambda(C_{12}+C_{44})W&=0,\\
-i\lambda(C_{12}+C_{44})U+(C_{11}\lambda^2-C_{44})W&=0 .
\end{align}
The determinant must vanish, which gives
\begin{equation}
C_{11}C_{44}(\lambda^4+1)=\bigl[C_{11}^2+C_{44}^2-(C_{12}+C_{44})^2\bigr]\lambda^2 .
\label{eq:decay}
\end{equation}
For an isotropic medium $C_{11}-C_{12}=2C_{44}$. The bracket then equals $2C_{11}C_{44}$, and \eqref{eq:decay} becomes $(\lambda^2-1)^2=0$. The slowest harmonic, $k=1$, therefore decays over about $L/2\pi$. In an anisotropic crystal this length is divided by the smallest positive real part of $\lambda$. A film much thicker than that is homogeneously deformed over most of its depth, which is the hypothesis of the theorem.

\section{Geometry: proof of part (i)}

\textbf{Lemma 1.} A homogeneous coherent deformation has the form
\begin{equation}
\mathbf r=F\mathbf R+\text{const},\qquad F=I+\mathbf b\,\mathbf n^{T},
\label{eq:F}
\end{equation}
with some vector $\mathbf b$.

\textit{Proof.} Write $\mathbf u=B\mathbf R+\text{const}$. Let $\mathbf t$ be a vector in the average surface, $\mathbf t\cdot\mathbf n=0$. Moving by $\mathbf t$ keeps the height above the interface. If $B\mathbf t$ were not zero, the displacement at fixed height would grow without limit along the surface, and the layer would lose registry with the undeformed substrate. Hence $B\mathbf t=0$ for every such $\mathbf t$. A matrix that annihilates the plane normal to $\mathbf n$ is $B=\mathbf b\,\mathbf n^{T}$, with $\mathbf b=B\mathbf n$. $\square$

\textit{Proof of part (i).} Choose the vector that leads from one terrace to the next one downhill,
\begin{equation}
\mathbf t=L\,\mathbf m-h_s\,\mathbf z .
\end{equation}
By \eqref{eq:n} and \eqref{eq:L}, $\mathbf t\cdot\mathbf n=L\sin\varphi-h_s\cos\varphi=0$, so Lemma 1 gives $F\mathbf t=\mathbf t$. Consider the layer plane made of the sites with $\mathbf R\cdot\mathbf z=Z$. In the vertical section containing $\mathbf m$, with $x$ measured along $\mathbf m$, its deformed position is the line
\begin{equation}
z=z_0+x\tan\alpha .
\label{eq:line}
\end{equation}
Adding $\mathbf t$ to every $\mathbf R$ has two consequences. Since $F\mathbf t=\mathbf t$, the deformed plane is shifted bodily by $\mathbf t$, and its line becomes
\begin{equation}
z=z_0-h_s+(x-L)\tan\alpha .
\label{eq:shifted}
\end{equation}
At the same time the labels change from $Z$ to $Z-h_s$, so this must be the layer plane one step height lower in the stack. Planes separated by $p$ cubic repeats are $h_v=p\,c_v$ apart along $\mathbf z$, so that plane is also
\begin{equation}
z=z_0-h_v+x\tan\alpha .
\label{eq:lower}
\end{equation}
Equating \eqref{eq:shifted} and \eqref{eq:lower} gives $-h_s-L\tan\alpha=-h_v$, that is,
\begin{equation}
\tan\alpha=\frac{h_v-h_s}{L}=\frac{p(c_v-a_s)}{p\,a_s}\tan\varphi ,
\label{eq:step}
\end{equation}
where $L=h_s/\tan\varphi$ was used. The fraction $p$ cancels and \eqref{eq:exact} follows. (Lemma 2 shows that the planes have no sideways tilt, so the slope in this section is the whole tilt.) $\square$

\textbf{Remark (meaning and sign).} Plane number $q$ of the layer on an upper terrace continues as plane number $q+1$ on the terrace below. The lower terrace starts $h_s$ deeper but carries one more layer step of height $h_v$. If $h_v>h_s$, the plane must climb by $h_v-h_s$ over each terrace width, and its normal leans away from the surface normal. If $h_v<h_s$, the normal leans towards it. The tilt vanishes for $\varphi=0$, where there are no steps, and for $c_v=a_s$, where each step fits. Twice as many steps of half the height give the same tilt, since $L$ halves together with $h_v-h_s$.

\section{The tilt in terms of the deformation}

\textbf{Lemma 2.} With $b_z=\mathbf b\cdot\mathbf z$ and $b_m=\mathbf b\cdot\mathbf m$,
\begin{equation}
\tan\alpha=\frac{b_z\sin\varphi}{1+b_m\sin\varphi},
\label{eq:tanb}
\end{equation}
and the layer plane normal lies in the plane of $\mathbf z$ and $\mathbf n$.

\textit{Proof.} Let $\mathbf G_s=\mathbf z/a_s$ be the reciprocal vector of the substrate planes. The layer planes carry the same labels, so $\mathbf G_L\cdot F\mathbf R=\mathbf G_s\cdot\mathbf R$ for all $\mathbf R$. Hence $\mathbf G_L=(F^{-1})^{T}\mathbf G_s$. The inverse is
\begin{equation}
F^{-1}=I-\frac{\mathbf b\,\mathbf n^{T}}{1+\mathbf b\cdot\mathbf n},
\end{equation}
because $(I+\mathbf b\mathbf n^T)\mathbf b\mathbf n^T=(1+\mathbf b\cdot\mathbf n)\,\mathbf b\mathbf n^T$. Therefore
\begin{equation}
\mathbf G_L=\mathbf G_s-\mathbf n\,\frac{\mathbf b\cdot\mathbf G_s}{1+\mathbf b\cdot\mathbf n}
=\frac1{a_s}\left[\mathbf z-\frac{b_z\,\mathbf n}{1+\mathbf b\cdot\mathbf n}\right].
\label{eq:GL}
\end{equation}
This vector lies in the plane of $\mathbf z$ and $\mathbf n$. Using $\mathbf b\cdot\mathbf n=b_m\sin\varphi+b_z\cos\varphi$, its components are
\begin{align}
a_s\mathbf G_L\cdot\mathbf m&=-\frac{b_z\sin\varphi}{1+\mathbf b\cdot\mathbf n},\\
a_s\mathbf G_L\cdot\mathbf z&=1-\frac{b_z\cos\varphi}{1+\mathbf b\cdot\mathbf n}=\frac{1+b_m\sin\varphi}{1+\mathbf b\cdot\mathbf n}.
\end{align}
An uphill lean means a negative component along $\mathbf m$, so $\tan\alpha$ is minus the ratio of the first to the second. $\square$

\textbf{Remark (reciprocal space).} By \eqref{eq:GL}, $\mathbf G_L-\mathbf G_s$ is parallel to $\mathbf n$. In a reciprocal-space map the nodes of a coherent layer and its substrate therefore lie on a line along the surface normal, not along [001]. The Nagai tilt is this fact seen as an angle.

\section{Elasticity: proof of part (ii)}

Relative to its own free lattice, the layer has displacement gradient
\begin{equation}
\frac{a_s}{a_L}F-I=\frac{\mathbf b\,\mathbf n^{T}-fI}{1+f}.
\end{equation}
The stress is $C_{ikjl}$ times this gradient. The traction on the surface must vanish, and the factor $1/(1+f)$ drops out:
\begin{equation}
\Gamma_{ij}b_j=f(C_{11}+2C_{12})\,n_i,\qquad \Gamma_{ij}=C_{ikjl}n_kn_l .
\label{eq:traction}
\end{equation}
The right side uses $C_{ikll}=(C_{11}+2C_{12})\delta_{ik}$ for a cubic crystal.

\textit{Proof of part (ii).} At $\varphi=0$, $\Gamma$ is diagonal with entries $C_{44},C_{44},C_{11}$. Then $\mathbf b$ is along $\mathbf z$, and
\begin{equation}
b_z(0)=f\Bigl(1+\frac{2C_{12}}{C_{11}}\Bigr)=\varepsilon ,
\label{eq:eps}
\end{equation}
because $F$ then stretches $a_s\mathbf z$ to $a_s(1+b_z)\mathbf z=c\,\mathbf z$. For a stable crystal $\Gamma$ is invertible, so $\mathbf b$ is a smooth function of $\varphi$. A rotation by $\pi$ about $\mathbf z$ leaves the cubic stiffness unchanged and turns $\varphi$ into $-\varphi$. Hence $b_z$ is even in $\varphi$ and the horizontal part of $\mathbf b$ is odd:
\begin{equation}
b_z=\varepsilon+O(\varphi^2),\qquad b_m=O(\varphi).
\end{equation}
In \eqref{eq:tanb} the denominator is $1+O(\varphi^2)$, and $\sin\varphi=\tan\varphi\,[1+O(\varphi^2)]$. This gives \eqref{eq:nagai} for every miscut azimuth. $\square$

\textbf{Proposition (size of the correction).} For a miscut towards [100], let
\begin{equation}
\eta=\frac{C_{11}-C_{12}-2C_{44}}{C_{44}},\qquad \kappa=1+\frac{C_{12}}{C_{11}} .
\end{equation}
Then
\begin{equation}
\frac{\tan\alpha}{\varepsilon\tan\varphi}=1-\varphi^2\Bigl[1+\eta\frac{C_{12}}{C_{11}}+\varepsilon(1+\eta)\Bigr]+O(\varphi^4).
\label{eq:corr}
\end{equation}

\textit{Proof.} Write $s=\sin\varphi$ and $w=\cos\varphi$. With $\mathbf m$ along [100],
\begin{align}
\Gamma_{mm}&=C_{11}s^2+C_{44}w^2,\qquad \Gamma_{zz}=C_{44}s^2+C_{11}w^2,\\
\Gamma_{mz}&=(C_{12}+C_{44})sw ,
\end{align}
and by \eqref{eq:eps} the right side of \eqref{eq:traction} is $C_{11}\varepsilon(s,w)$. The determinant is
\begin{align}
D&=C_{11}C_{44}(s^4+w^4)+\bigl[C_{11}^2+C_{44}^2-(C_{12}+C_{44})^2\bigr]s^2w^2\nonumber\\
&=C_{11}C_{44}+(C_{11}+C_{12})(C_{11}-C_{12}-2C_{44})s^2w^2\nonumber\\
&=C_{11}C_{44}\,(1+\kappa\eta s^2w^2),
\end{align}
where $s^4+w^4=1-2s^2w^2$ was used. Cramer's rule gives
\begin{align}
b_z&=\frac{C_{11}\varepsilon w}{D}\bigl[\Gamma_{mm}-(C_{12}+C_{44})s^2\bigr]
=\varepsilon w\,\frac{1+\eta s^2}{1+\kappa\eta s^2w^2},\\
b_m&=\frac{C_{11}\varepsilon s}{D}\bigl[\Gamma_{zz}-(C_{12}+C_{44})w^2\bigr]
=\varepsilon s\,\frac{1+\eta w^2}{1+\kappa\eta s^2w^2}.
\label{eq:bm}
\end{align}
Inserting these in \eqref{eq:tanb} and dividing by $\varepsilon s/w$,
\begin{equation}
\frac{\tan\alpha}{\varepsilon\tan\varphi}=\frac{w^2(1+\eta s^2)}{(1+\kappa\eta s^2w^2)(1+b_ms)} .
\label{eq:closed}
\end{equation}
To order $\varphi^2$ the factors contribute $-1$, $+\eta$, $-\kappa\eta$ and $-\varepsilon(1+\eta)$ times $\varphi^2$. Since $\kappa-1=C_{12}/C_{11}$, their sum is \eqref{eq:corr}. $\square$

The term $\varepsilon(1+\eta)$ belongs to linear elasticity. Nonlinear elasticity adds terms of the same order, $\varepsilon\varphi^2$, so for a real crystal only the part of the bracket that does not contain $\varepsilon$ is reliable.

\textbf{Remark (isotropic layer).} For $\eta=0$ the solution is $\mathbf b=\varepsilon\mathbf n$: the layer stretches along the surface normal, and $\tan\alpha=\varepsilon sw/(1+\varepsilon s^2)$. Its magnitude grows linearly at small miscut but falls below $|\varepsilon|\tan\varphi$ as the miscut increases.

\textbf{Remark (planes and rows).} The [001] atom rows of the layer run along $F\mathbf z=\mathbf z+w\,\mathbf b$. The tangent of their lean, counted positive downhill, is $wb_m/(1+wb_z)$. By \eqref{eq:bm} its value to leading order in both $\varphi$ and $\varepsilon$ is
\begin{equation}
\varphi\,\varepsilon(1+\eta)=\varphi\,\varepsilon\,\frac{C_{11}-C_{12}-C_{44}}{C_{44}} .
\label{eq:rows}
\end{equation}
For $\varepsilon>0$ the rows lean downhill if $C_{11}-C_{12}>C_{44}$ and uphill if $C_{11}-C_{12}<C_{44}$. The rows depend on the shear stiffness at first order in $\varphi$; the planes do not. The unit cell is sheared, and the tilt in the theorem is that of the planes, which a symmetric reflection measures.

\section{A stepped lattice relaxed numerically}

The passage from discrete steps to a uniform tilt can be seen in a two-dimensional model. Atoms on a square lattice of spacing 1 are joined by nearest-neighbour springs of constant 1.0 and diagonal springs of constant 0.8. Springs within the layer are 1\% too long, and those crossing the interface half as much. The film has 80 rows and rests on 40 elastic substrate rows with a fixed base. The surface drops by one row every $N$ columns. The linearised force balance is solved as a sparse linear system, and the slope of one atomic row is fitted through 20 terraces in mid-film.

On a flat substrate the same springs give $\varepsilon=0.014444$. For $N=12$ the Nagai slope is $0.014444/12=1.2037\times10^{-3}$, and the relaxed slope is $1.1981\times10^{-3}$, lower by 0.47\%. For $N=24$ the two are $6.0185\times10^{-4}$ and $6.0115\times10^{-4}$, a difference of 0.12\%. Halving $\tan\varphi$ divides the relative deviation by 4.01, as a correction of order $\varphi^2$ requires. For $N=24$, the ripple left in a row after subtracting the homogeneous deformation is $6\times10^{-4}$ times as large in the 41st film row, at mid-film, as in the second. Higher up the ripple grows again, because the free surface has steps of its own.

\section{Measuring the tilt}

Let the beam, of wavelength $\lambda_X$, make the glancing angle $\omega$ with the substrate (001) planes, and let its horizontal part point downhill. Then $\mathbf k=(\cos\omega\,\mathbf m-\sin\omega\,\mathbf z)/\lambda_X$. For a symmetric reflection the layer vector is $\mathbf G=G(-\sin\alpha\,\mathbf m+\cos\alpha\,\mathbf z)$. Elastic scattering, $|\mathbf k+\mathbf G|=|\mathbf k|$, requires $2\mathbf k\cdot\mathbf G+G^2=0$, so
\begin{equation}
\sin(\omega+\alpha)=\lambda_XG/2=\sin\theta_L ,
\end{equation}
where $\theta_L$ is the layer's Bragg angle. The layer peak is at $\omega=\theta_L-\alpha$, and the substrate peak at $\theta_s$. With the wafer turned by $180^\circ$ the beam travels uphill and $\alpha$ changes sign. The separations, substrate minus layer, are
\begin{equation}
\Delta_{\rm down}=\theta_s-\theta_L+\alpha,\qquad
\Delta_{\rm up}=\theta_s-\theta_L-\alpha ,
\end{equation}
and half their difference is $\alpha$.

\section{Example: PbTe on a lead--tin telluride substrate}

Take a PbTe layer with rough typical values $a_L=0.65$~nm and $C_{11},C_{12},C_{44}=110,8,13$~GPa. The round choices are $f=0.20\%$, a miscut of $4.0^\circ$ towards [100] and a thickness of 35~nm. The substrate parameter is $a_s=0.65/1.002=0.6487$~nm. Then
\begin{align}
\varepsilon&=0.0020\,(1+16/110)=0.00229,\\
\tan\alpha&=0.00229\times\tan4.0^\circ,\qquad \alpha=0.0092^\circ=33\ \text{arcsec}.
\end{align}
In terms of steps, $h_s=a_s/2=0.324$~nm and $L=4.64$~nm. Each step leaves a height mismatch of 0.74~pm, and $0.74\ \text{pm}/4.64\ \text{nm}$ is the same slope.

The length $L/2\pi$ is 0.74~nm. For these constants the smaller root of \eqref{eq:decay} is $\lambda\approx0.35$, so the step distortion reaches about 2~nm, still small beside the film thickness. Equation \eqref{eq:closed} lowers the tilt by 0.68\% of its Nagai value; at half the miscut the reduction is 0.17\%. The second digit of the 0.68\% depends on the term in $\varepsilon$: the same constants applied to the finite (Green) strain raise the bracket of \eqref{eq:corr} from 1.44 to 1.49 and the reduction to about 0.70\%. The atom rows lean downhill by 217~arcsec, against 226~arcsec from \eqref{eq:rows}; this lean is sensitive to the rough constants, and $108,7.7,13.4$~GPa give 206~arcsec. The rows lean in the opposite sense to the plane normal, as they also do in an isotropic layer. Their lean is much larger than the plane tilt because $C_{44}$ is small: the factor $(C_{11}-C_{12}-C_{44})/C_{44}$ is 6.8 here and 1 in an isotropic layer.

For the 008 reflection at $\lambda_X=0.15406$~nm, $\theta_s=71.8^\circ$. The separations of the Bragg angles are 1442~arcsec downhill and 1377~arcsec uphill, and half their difference is 33~arcsec. The separations scale with $\tan\theta_s$ and so depend on the rounded $a_L$: with $a_L=0.646$~nm, $\theta_s=72.9^\circ$ and they become about 1530 and 1470~arcsec, while the half difference stays at 33~arcsec. A slab of thickness $t$ gives the intensity profile $[\sin(\pi t\,\delta)/(\pi t\,\delta)]^2$, where $\delta$ is the departure of $2\sin\theta/\lambda_X$ from its peak value. Its full width at half maximum is $0.89/t$, or $0.89\lambda_X/(2t\cos\theta)\approx1300$~arcsec in angle. The peaks barely separate. The waves scattered by layer and substrate interfere, which can displace the layer maximum by a few hundred arcsec and change the half difference of the observed maxima by several arcsec, so the tilt should be taken from a fit to the whole intensity profile.

\textbf{The real case.} For a miscut smaller than the $4^\circ$ used here, the tilt shrinks in proportion at fixed $\varepsilon$. The assumption most at risk is coherence. A misfit dislocation is favoured when the work of the misfit stress exceeds its line energy. Per unit length, and with an isotropic estimate of the line energy, the balance is
\begin{equation}
Mfh\,b_\parallel=\frac{\mu b^2}{4\pi(1-\nu)}\Bigl[\ln\frac hb+1\Bigr].
\end{equation}
Here $M=C_{11}+C_{12}-2C_{12}^2/C_{11}$ is the biaxial modulus, $\nu=C_{12}/(C_{11}+C_{12})$, $b=a_L/\sqrt2$ is the Burgers length, taken at $45^\circ$ to the interface, and $b_\parallel=b/\sqrt2$; the 1 stands for the core. The critical thickness $h$ is 14~nm with $\mu=C_{44}$ and 74~nm with $\mu=(C_{11}-C_{12})/2$. With the anisotropic line energy of this dislocation it is about 42~nm. The $45^\circ$ geometry is an assumption. It needs glide on $\{110\}$, whereas lead salts glide most easily on $\{100\}$ planes, which carry little resolved shear stress in a layer close to (001). An edge dislocation with Burgers vector $a_L/2\,[110]$ in the (001) plane has $b_\parallel=b$ and no vertical component; with the anisotropic line energy the same balance gives about 20~nm for it. The 35~nm film lies between these estimates and may be only metastable, so its coherence must be established, for example with an asymmetric reflection. If $45^\circ$ dislocations relieve 1\% of the misfit and all their vertical Burgers components have one sign, they add a tilt of $0.01f$, or 4~arcsec. That is about one eighth of the Nagai tilt, and it may have either sign.

Two other effects are smaller here. Balancing the film's bending moment $Mft\,t_s/2$ against $Mt_s^3K/12$, for a wafer of thickness $t_s$ and the same modulus, gives the curvature $K=6ft/t_s^2$. With $t_s=0.5$~mm the lattice turns by 0.35~arcsec across a 1~mm beam. An assumed expansion difference of $10^{-6}$~K$^{-1}$ changes the misfit by 0.5\% of itself over 10~K.

Numerical values quoted here were computed with a short program.
